# Andreev levels and supercurrent of one short-junction channel

Two s-wave superconductors, left (L) and right (R), have the same gap $\Delta$ and pair potentials $\Delta e^{i\theta_L}$ and $\Delta e^{i\theta_R}$. The phase difference is $\varphi=\theta_L-\theta_R$, and $\theta_{L,R}=\pm\varphi/2$ is chosen. One spin-degenerate channel joins them. In the normal state it has transmission $\tau$ and reflection $1-\tau$. Energies $E$ are measured from the Fermi level, $e>0$, and a positive current $I$ is conventional current from L to R. The voltage is $V=(\hbar/2e)\,d\varphi/dt$.

The treatment is mean-field theory with a pair potential that steps to zero at each contact. It assumes $\Delta\ll E_F$, where $E_F$ is the Fermi energy in the channel, time-reversal symmetry, no spin splitting and no charging energy. The junction is short: its length $L$ is much less than $\xi=\hbar v_F/\Delta$, with $v_F$ the Fermi velocity, and its scattering matrix does not vary over energies of order $\Delta$.

Inside a superconductor, write the electron and hole amplitudes as $e^{ipk_Fx}(u,v)$ with $p=\pm1$. Since $\Delta\ll E_F$, the envelopes vary slowly and the kinetic energy may be linearized:

$$-ip\hbar v_F u'+\Delta e^{i\theta}v=Eu,\qquad \Delta e^{-i\theta}u+ip\hbar v_F v'=Ev .$$

For $|E|<\Delta$ the solution in the right lead decays as $e^{-\kappa x}$. The first equation gives $v/u=e^{-i\theta}(E-ip\hbar v_F\kappa)/\Delta$. The two equations together require $E^2+(\hbar v_F\kappa)^2=\Delta^2$, so $\hbar v_F\kappa=s$ with $s=\sqrt{\Delta^2-E^2}$. An electron moving towards this lead has $p=+1$. Continuity of $u$ and $v$ at the contact then returns a hole with amplitude

$$\frac vu=\alpha e^{-i\theta},\qquad \alpha=\frac{E-is}{\Delta}=e^{-i\arccos(E/\Delta)} .$$

A hole moving towards the lead has $p=-1$, because its velocity is opposite to that of an electron on the same branch. It returns an electron with amplitude $u/v=e^{i\theta}\Delta/(E+is)=\alpha e^{i\theta}$. The left lead follows by reflection of $x$.

Let $S$ be the $2\times2$ normal scattering matrix for electrons. It is unitary, and time-reversal symmetry makes it symmetric. The hole equation is minus the complex conjugate of the electron equation, so holes scatter with $S^*$. Let $b_e$ and $b_h$ collect the electron and hole amplitudes arriving at the scatterer, and let $r=\mathrm{diag}(e^{i\theta_L},e^{i\theta_R})$. The electrons that leave, $Sb_e$, come back as holes, and the reverse:

$$b_h=\alpha r^*Sb_e,\qquad b_e=\alpha rS^*b_h .$$

Eliminating $b_h$ gives the condition for a bound state,

$$D(E)=\det(1-\alpha^2M)=0,\qquad M=rS^*r^*S .$$

The matrix $M$ is unitary and $\det M=|\det S|^2=1$, so its eigenvalues are $e^{\pm i\chi}$. Its trace fixes $\chi$. With $S_{ji}=S_{ij}$,

$$2\cos\chi=\sum_{ij}|S_{ij}|^2e^{i(\theta_i-\theta_j)}=2(1-\tau)+2\tau\cos\varphi ,$$

which is $\cos\chi=1-2\tau\sin^2(\varphi/2)$. The determinant becomes

$$D=1-2\alpha^2\cos\chi+\alpha^4=\alpha^2\left(\alpha^2+\alpha^{-2}-2\cos\chi\right).$$

From $\alpha+\alpha^{-1}=2E/\Delta$ follows $\alpha^2+\alpha^{-2}=4E^2/\Delta^2-2$. Also, $2+2\cos\chi=4[1-\tau\sin^2(\varphi/2)]$. Therefore

$$D(E)=\frac{4\alpha^2}{\Delta^2}\left(E^2-E_A^2\right),\qquad \boxed{E_A=\Delta\sqrt{1-\tau\sin^2(\varphi/2)}} .$$

The Bogoliubov–de Gennes levels are $\pm E_A$. At $\varphi=0$ they reach the gap edge. At $\varphi=\pi$ they come closest, with separation $2\Delta\sqrt{1-\tau}$. Normal reflection couples the two states that would cross at zero energy in an open channel.

The current also needs the states with $|E|>\Delta$. The density of states is $-(1/\pi)\,\mathrm{Im}\,\partial_E\ln\det(E+i0-H)$, where $H$ is the Bogoliubov–de Gennes Hamiltonian. Eliminating the leads splits this determinant into factors for the separate leads and scatterer, and a factor for the repeated scattering between them. The phase of a separate lead can be removed by a gauge transformation, so the phase difference enters through the last factor, which is $D$. It is normalized so that $D\to1$ when $\alpha\to0$. Outside the gap $\alpha$ is real, and

$$\ln D=\ln\frac{4\alpha^2}{\Delta^2}+\ln(E^2-E_A^2).$$

The first term does not contain $\varphi$. In the second, $E^2>E_A^2$, so its imaginary part is constant on each side of the gap and its energy derivative has no imaginary part. The continuum density of states is thus independent of $\varphi$, and in the short-junction limit the continuum carries no current.

The part of the Hamiltonian that depends on phase is then $E_A(n_\uparrow+n_\downarrow-1)$, where $n_\uparrow$ and $n_\downarrow$ count quasiparticles in the level. Its partition function, with temperature $T$, is

$$Z=e^{E_A/k_BT}\left(1+e^{-E_A/k_BT}\right)^2=\left[2\cosh\frac{E_A}{2k_BT}\right]^2 ,$$

and the free energy is $F=-2k_BT\ln[2\cosh(E_A/2k_BT)]$ plus terms independent of $\varphi$. If the phase changes slowly, the work supplied obeys $IV=dF/dt$. Inserting $V=(\hbar/2e)\,d\varphi/dt$ gives

$$I=\frac{2e}{\hbar}\frac{\partial F}{\partial\varphi}=-\frac{2e}{\hbar}\tanh\!\left(\frac{E_A}{2k_BT}\right)\frac{\partial E_A}{\partial\varphi}.$$

Since $E_A^2=\Delta^2[1-\tau(1-\cos\varphi)/2]$, differentiation gives $2E_A\,\partial_\varphi E_A=-\Delta^2\tau\sin\varphi/2$. Hence

$$\boxed{I(\varphi)=\frac{e\Delta^2\tau}{2\hbar}\,\frac{\sin\varphi}{E_A}\tanh\frac{E_A}{2k_BT}} .$$

Both spins are already included. For $\tau\ll1$, $E_A\approx\Delta$ and $I=(e\Delta\tau/2\hbar)\sin\varphi\tanh(\Delta/2k_BT)$. With the normal conductance $G=2e^2\tau/h=e^2\tau/\pi\hbar$, the amplitude is $(\pi\Delta G/2e)\tanh(\Delta/2k_BT)$, the Ambegaokar–Baratoff value for a tunnel contact. For $\tau=1$ and $|\varphi|<\pi$, $E_A=\Delta\cos(\varphi/2)$ and $\sin\varphi=2\sin(\varphi/2)\cos(\varphi/2)$, so $I=(e\Delta/\hbar)\sin(\varphi/2)\tanh[\Delta\cos(\varphi/2)/2k_BT]$. At $T=0$ this jumps at $\varphi=\pi$, where the level crosses zero; any temperature above zero rounds the jump.

Thermal occupation assumes that quasiparticles can enter and leave. If one quasiparticle is trapped in the level, the energy is $-E_A+E_A=0$ for every phase, and in a short junction with ideal contacts the channel carries no supercurrent until the quasiparticle escapes. In the example below, finite length and imperfect coupling to the metal leave a reversed current, carried by the continuum and, close to $\varphi=0$, also by a second bound level. With both corrections its size reaches about 11 nA for $\varphi$ between 0.6 and 1 rad, half the critical current without the quasiparticle. At $\varphi=0.6$ rad and below it is larger than the current without the quasiparticle at the same phase. A device whose parity lasts longer than the measurement can therefore depart completely from the thermal formula.

For the critical current at $T=0$, put $y=\sin^2(\varphi/2)$, so that $\sin^2\varphi=4y(1-y)$ and

$$\left(\frac{\hbar I}{e\Delta}\right)^2=\frac{\tau^2y(1-y)}{1-\tau y}.$$

Setting the derivative to zero gives $(1-2y)(1-\tau y)+\tau y(1-y)=0$, or $1-2y+\tau y^2=0$. Let $q=\sqrt{1-\tau}$. The root between 0 and 1 is $y=(1-q)/\tau=1/(1+q)$, because $\tau=(1-q)(1+q)$. Then $1-y=q/(1+q)$ and $1-\tau y=q$, so the right-hand side is $(1-q)^2$ and

$$I_c=\frac{e\Delta}{\hbar}\left(1-\sqrt{1-\tau}\right).$$

As an example, take one channel of an InAs constriction with aluminium contacts. The values are rough: $\Delta=0.20$ meV, effective mass 0.026 electron masses, $E_F=10$ meV, $L=100$ nm, $\tau=0.90$ and $T=50$ mK. The current unit is $e\Delta/\hbar=48.68$ nA. With $q=\sqrt{0.10}=0.3162$,

$$I_c=48.68\times(1-0.3162)=33.3\ \text{nA}.$$

The maximum lies at $y=1/1.3162=0.760$, or $\varphi=0.674\pi$, where $E_A=\Delta\sqrt q=0.1125$ meV. At $\varphi=\pi/2$, $E_A=0.20\sqrt{0.55}=0.148$ meV and the current is 29.5 nA. The current–phase relation leans towards $\pi$, since $E_A$ in the denominator falls as $\varphi$ grows. At $\varphi=\pi$ the current vanishes, and exciting both quasiparticles costs $2E_A=2q\Delta=0.1265$ meV, or 30.6 GHz. Temperature hardly matters here: $k_BT=4.31$ µeV, and $1-\tanh(E_A/2k_BT)$ is $9\times10^{-12}$ at the maximum and about $8\times10^{-7}$ near $\pi$.

Finite length matters more. For a scatterer at the centre, each scattering event adds a path $L$. Apart from constant phases absorbed in $S$, electrons and holes each gain a factor $e^{iEL/\hbar v_F}$. Thus $\alpha^2$ is replaced by $\alpha^2e^{2iEL/\hbar v_F}$, and the lower positive level obeys

$$\frac E\Delta=\cos\!\left(\frac\chi2+\frac{EL}{\hbar v_F}\right),\qquad 0\le\chi\le\pi .$$

The continuum now contributes as well, so the current is best found from all states at once. For a pair of levels $\pm E$, the expression $-k_BT\sum_n\ln(\omega_n^2+E^2)$ has the same $E$ derivative as $-2k_BT\ln[2\cosh(E/2k_BT)]$. Here $\omega_n=(2n+1)\pi k_BT$, and the sum used is

$$k_BT\sum_{\text{all }n}\frac{2E}{\omega_n^2+E^2}=\tanh\frac E{2k_BT}.$$

Applied to all levels, this gives $F=-k_BT\sum_n\ln D(i\omega_n)$ plus terms independent of phase. For $\omega>0$, $\alpha(i\omega)=-ie^{-a}$ with $a=\operatorname{arsinh}(\omega/\Delta)$. With $A=2a+2\omega L/\hbar v_F$ this means

$$D(i\omega)=1+2e^{-A}\cos\chi+e^{-2A}=2e^{-A}(\cos\chi+\cosh A).$$

Positive and negative frequencies contribute equally, and $\partial_\varphi\cos\chi=-\tau\sin\varphi$. Therefore

$$I=\frac{4ek_BT}{\hbar}\,\tau\sin\varphi\sum_{\omega_n>0}\frac1{\cos\chi+\cosh A_n}.$$

At $L=0$, $\cosh A=1+2\omega^2/\Delta^2$ and the denominator is $2(\omega^2+E_A^2)/\Delta^2$. The frequency sum above then returns the short-junction current, by a route that includes the continuum from the start.

For the example, $v_F=\sqrt{2E_F/m}=3.68\times10^5$ m/s with $m$ the effective mass, so $\xi=1211$ nm and $L/\xi=0.083$. At fixed $\varphi=0.674\pi$, numerical solution of the level equation gives 0.1052 meV, 6.5% below the short-junction value. Summing the current formula numerically and maximizing over phase gives a critical current of 27.7 nA, a drop of 16.8%. The reason for the larger drop lies at high frequency. To first order in $L/\xi$, for $\omega\gg\Delta$, the summand changes by $-(L/\xi)\Delta/\omega$. At low temperature the sum becomes an integral, cut off near $\omega\sim\hbar v_F/L$, which gives

$$\delta I\approx-\frac{e\Delta}{\hbar}\,\frac{2\tau\sin\varphi}{\pi}\,\frac L\xi\ln\frac\xi L .$$

At $\varphi=0.674\pi$ this is $-0.10\,e\Delta/\hbar$, or about 15% of $I_c$. The approach to the short-junction current is logarithmically slower than $L/\xi$ alone suggests.

A second correction arises when the contacts are semiconductor regions lying under the metal, coupled to it at a finite rate. Let $\Gamma=\pi\nu|w|^2$, with $w$ the tunnel amplitude and $\nu$ the normal density of states of the metal. With Pauli matrices $\sigma$ in electron–hole space and real $\Delta$, integrating out the metal states of energy $\varepsilon$ gives the self-energy

$$\Sigma=\frac\Gamma\pi\int d\varepsilon\,\frac{E+\varepsilon\sigma_z-\Delta\sigma_x}{E^2-\varepsilon^2-\Delta^2}=-\frac\Gamma s\,(E-\Delta\sigma_x).$$

The term odd in $\varepsilon$ vanishes, and $\int d\varepsilon/(\varepsilon^2+s^2)=\pi/s$. The minus sign before $\Delta\sigma_x$ arises because tunnelling has opposite signs for electrons and holes. The semiconductor thus has effective energy $E(1+\Gamma/s)$ and effective pair potential $\Gamma\Delta/s$. If the covered region is long compared with the decay length, about $\hbar v_F/\Gamma$ at low energy, the amplitude $\alpha$ depends only on their ratio, so $E/\Delta$ is replaced by $(E/\Delta)(1+s/\Gamma)$. On the imaginary axis, $\omega/\Delta$ in $a$ is replaced by $(\omega/\Delta)(1+\sqrt{\Delta^2+\omega^2}/\Gamma)$.

Take $\Gamma=1$ meV, an assumed value for a strongly coupled contact. At $\varphi=0$ and $L=0$, with $z=E/\Delta$, the level equation is $1-z=(\Delta/\Gamma)z\sqrt{1-z^2}$. Besides $z=1$ it has a lower root, which squaring puts at $1-z=0.04\,z^2(1+z)$, or $z\approx0.933$. The induced gap is therefore about 0.187 meV. The level at $\varphi=0.674\pi$ falls further, by 15% to 0.096 meV. With $L=0$ the critical current is 24 nA, 27% below the ideal value. With finite length and finite $\Gamma$ together it is 22 nA, or 34% below, reached at $\varphi=0.70\pi$. With both corrections the cost of exciting both quasiparticles at $\varphi=\pi$ falls from 30.6 GHz to about 24 GHz.

For a real contact of this kind, 33 nA is therefore the ideal short-junction value, and an estimate nearer 22 nA follows for the parameters assumed here and a point scatterer at the centre. It also needs covered regions long compared with $\hbar v_F/\Gamma\approx240$ nm. If the channel ends abruptly under the metal, reflection from that end interferes with the scatterer, and the critical current ranges from about 21 to 23 nA for covered lengths near 500 nm, 18 to 26 nA near 300 nm, and 7 to 34 nA between 100 and 230 nm. The shape of the barrier matters: at the same $\tau=0.90$, $L$ and $\Gamma$, a smooth barrier spanning the channel gives about 20 nA. Two barriers at the ends, each of transmission 0.6, give 19 to 21 nA, and their transmission changes from about 0.8 to 0.97 over $\pm\Delta$, so $S$ is no longer constant. With these parameters the largest single correction comes from imperfect coupling to the metal, and $\Gamma$ varies with interface quality and with the electron density under the metal. The ratios $\Delta/E_F=0.02$ and $\Gamma/E_F=0.10$ set the scale of the remaining error of the linearized spectrum. The second is not very small, so normal reflection at the contacts can shift the corrected current by several per cent, and its second figure is uncertain. Charging energy is left out. Near $\varphi=0$ the ground energy $-E_A$ rises as $(\Delta\tau/4)\varphi^2/2$, so unless the circuit fixes the phase, $E_C=e^2/2C$, with $C$ the junction capacitance, must be small compared with $\Delta\tau/4$ and not merely with $\Delta$. With the $L$ and $\Gamma$ assumed here this curvature falls from $0.225\Delta$ to about $0.13\Delta$. At $E_C=0.1\Delta$ and $\tau=0.9$ the phase of an unshunted junction already has an rms spread of about 1.1 rad in the ideal case and 1.3 rad with both corrections. The transmission is set by the gate and the disorder of the particular device. It enters the ideal critical current through $1-\sqrt{1-\tau}$, but the corrections depend on it as well: with the $L$ and $\Gamma$ assumed here and the linearized spectrum, the critical current is about 0.6 of the ideal value at $\tau=0.1$, two thirds at $\tau=0.9$ and 0.7 at $\tau=0.99$. With the parabolic band at $E_F=10$ meV these ratios become about 0.55, 0.63 to 0.66 and 0.68 to 0.72, depending on the sign of the point potential.

All numerical values are calculated from the stated model.
